# Capacitance ratios from Coulomb diamond slopes with source bias and grounded drain

## Question

I have a stability diagram of a single hole quantum dot in germanium. The bias \(V\) is applied to the source, the drain is grounded, and I plot \(V\) upwards against the gate voltage \(V_G\). I want the ratios of the source, drain and gate capacitances \(C_S\), \(C_D\) and \(C_G\).

Starting from one corner of a diamond at zero bias, one edge passes through the point 4.0 mV to the right and 1.0 mV up. The other passes through the point 2.0 mV to the left and 1.0 mV up. The slopes are therefore \(+0.25\) and \(-0.50\).

I argued that each edge is a competition between the gate and one lead, so the slopes should be \(-C_G/C_S\) and \(+C_G/C_D\). That gives \(C_S/C_G=2\) and \(C_D/C_G=4\), so the gate has \(1/(1+2+4)=1/7\) of the total capacitance. But the corners of this diamond are 16.0 mV apart and its top is at about 2.7 mV, whereas 16.0 mV divided by 7 is only 2.3 mV. Which slope have I misread, and can I get the capacitances themselves?

## Answer

Your reading of the negative slope is right. The positive one is wrong because the source does two jobs: it sets the energy of the carriers waiting in the source, and it also pulls on the dot through \(C_S\). An energy balance shows what this does to the slope.

### The energy of one tunnelling event

Let the dot hold \(N\) mobile carriers of charge \(q\), with \(q=+e\) for holes and \(-e\) for electrons. Let \(\phi\) be its electrostatic potential, and let the electrodes sit at \(V_S=V\), \(V_D=0\) and \(V_G\). I take the capacitances as constant over the diamond. The charge on the dot is the sum of the charges on its sides of the three capacitors:

\[
Nq=C_S(\phi-V)+C_D\phi+C_G(\phi-V_G).
\]

With \(C=C_S+C_D+C_G\), this gives

\[
\phi=\frac{Nq+C_SV+C_GV_G}{C}.
\]

Fixed trapped charge nearby would add a constant to \(\phi\). It moves the pattern sideways and leaves the slopes alone.

Now one carrier enters from lead \(r\), which is at potential \(V_r\). The dot potential goes from \(\phi\) to \(\phi'\), with \(\phi'-\phi=q/C\). The stored energy is \(U=\tfrac12\sum_i C_i(\phi-V_i)^2\), where \(i\) runs over the three electrodes, so

\[
\Delta U=\sum_i\frac{C_i}{2}\left(\phi'^2-\phi^2\right)-\sum_iC_iV_i(\phi'-\phi).
\]

The batteries also do work. The charge on the plate of electrode \(i\) is \(C_i(V_i-\phi)\), which changes by \(-C_i(\phi'-\phi)\). In addition, the battery of lead \(r\) replaces the carrier that left:

\[
W=-\sum_iC_iV_i(\phi'-\phi)+qV_r.
\]

In \(\Delta U-W\) the sums containing \(V_i\) cancel. What remains is

\[
\Delta U-W=C(\phi'-\phi)\,\frac{\phi'+\phi}{2}-qV_r
=q\left(\frac{\phi+\phi'}{2}-V_r\right),
\]

because \(C(\phi'-\phi)=q\). The mean potential is \(\phi+q/(2C)\). Adding the orbital energy \(\varepsilon_N\) of the new carrier gives the total cost

\[
\Delta F=q(\Phi_N-V_r),\qquad
\Phi_N=\frac{(N+\tfrac12)q+C_SV+C_GV_G}{C}+\frac{\varepsilon_N}{q}.
\]

I call \(\Phi_N\) the level potential. A diamond edge is where \(\Delta F=0\) for one lead, that is, \(\Phi_N=V_r\). The factor \(q\) drops out, so the slopes are the same for holes and electrons.

For sequential tunnelling at low temperature, current flows when \(\Phi_N\) lies between the two lead potentials, \(0\) and \(V\). Carriers can then enter from one lead and leave to the other, each time lowering the energy.

### The two edges

Measure the gate voltage from the corner, \(x=V_G-V_G^{\rm corner}\). At the corner \(V=0\) and \(\Phi_N=0\), so near it

\[
\Phi_N=\frac{C_SV+C_Gx}{C}.
\]

**Alignment with the drain.** The drain stays at zero, so \(\Phi_N=0\):

\[
C_SV+C_Gx=0\quad\Rightarrow\quad
m_-=\frac{V}{x}=-\frac{C_G}{C_S}.
\]

The gate has to undo what the source does to the dot, hence the negative sign.

**Alignment with the source.** Now the level must follow the source, so \(\Phi_N=V\):

\[
C_SV+C_Gx=CV\quad\Rightarrow\quad C_Gx=(C-C_S)V=(C_G+C_D)V,
\]

\[
m_+=\frac{V}{x}=\frac{C_G}{C_G+C_D}.
\]

The source already carries the dot along by the fraction \(C_S/C\) of its own change. The gate must supply the rest, \((C_G+C_D)/C\), and this is where the extra \(C_G\) in the denominator comes from.

Inverting the two slopes gives

\[
\frac{C_S}{C_G}=\frac{1}{|m_-|},\qquad
\frac{C_D}{C_G}=\frac{1}{m_+}-1.
\]

Adding these and the gate's own 1 gives the total, and from it the lever arm \(\alpha\):

\[
\frac{C}{C_G}=\frac{1}{m_+}+\frac{1}{|m_-|},\qquad
\alpha=\frac{C_G}{C}=\left(\frac{1}{m_+}+\frac{1}{|m_-|}\right)^{-1}.
\]

Your expression \(C_G/C_D\) is the limit \(C_G\ll C_D\). In the opposite limit, \(C_D\ll C_G\), the positive slope approaches 1. For positive \(C_D\) it stays below 1, so a value of 1 or more means that the voltage scales, the assumed wiring or the assumption of constant capacitances is wrong. If \(C_S\) tends to zero, the drain edge becomes vertical, because the bias no longer moves the dot.

### Your numbers

\[
m_+=\frac{1.0}{4.0}=0.25,\qquad m_-=\frac{1.0}{-2.0}=-0.50,
\]

\[
\frac{C_S}{C_G}=\frac{1}{0.50}=2.0,\qquad
\frac{C_D}{C_G}=\frac{1}{0.25}-1=3.0.
\]

So \(C_S:C_D:C_G=2:3:1\) and \(\alpha=1/6\approx0.167\). The source has one third of the total capacitance and the drain one half.

These ratios can be tested by going the other way. I took a dot with the capacitances found below and solved the rate equation for its current at 0.1 K. I located the edges at half the plateau current for biases from 0.4 to 1.0 mV. The fitted slopes were 0.25000 and −0.50000.

### The height of the diamond and the absolute scale

Two neighbouring corners are the zero-bias points for adding successive carriers. The second carrier costs more than the first by the addition energy

\[
E_{\rm add}=\frac{e^2}{C}+\varepsilon_N-\varepsilon_{N-1}.
\]

The gate must make up this difference. A gate change \(\Delta V_G\) moves the level energy by \(e\alpha\,\Delta V_G\) in magnitude, so the corner spacing is

\[
\Delta V_G=\frac{E_{\rm add}}{e\alpha}.
\]

At positive bias the diamond is bounded by the rising edge from its left corner, \(V=m_+x\), and the falling edge from its right corner, \(V=|m_-|(\Delta V_G-x)\). At the top both hold. Solving each for its gate distance and adding the two gives

\[
\Delta V_G=\frac{V_{\rm top}}{m_+}+\frac{V_{\rm top}}{|m_-|}
\quad\Rightarrow\quad
V_{\rm top}=\alpha\,\Delta V_G=\frac{E_{\rm add}}{e}.
\]

For your diamond \(V_{\rm top}=16.0\ \text{mV}/6=2.67\ \text{mV}\), which agrees with the 2.7 mV you read and removes the contradiction.

Slopes alone give only ratios. The spacing supplies the scale, provided you know the orbital term. Suppose this diamond belongs to a spin pair: inside it one orbital is half full, and the next carrier fills the second place in that orbital. For holes this carrier enters at the left corner, because holes are added as the gate voltage falls. At zero magnetic field, and with interactions described by constant capacitances, \(\varepsilon_N=\varepsilon_{N-1}\). Then \(E_{\rm add}=e^2/C\), and

\[
C_G=\frac{e}{\Delta V_G}=\frac{1.602\times10^{-19}\ \text{C}}{16.0\times10^{-3}\ \text{V}}=10.0\ \text{aF}.
\]

The ratios then give \(C_S=20.0\) aF, \(C_D=30.0\) aF and \(C=60.1\) aF. The charging energy is \(e^2/C=2.67\) meV, equivalent to 30.9 K.

If no two orbitals have the same energy, the spin-pair diamonds are the smaller ones of an alternating sequence. To see what the choice is worth, treat the dot as a hard-walled disk of radius 50 nm with a hole mass of 0.06 electron masses. Its levels are \(\hbar^2j^2/(2m^*R^2)\), where \(m^*\) is the hole mass, \(R\) the radius and \(j\) a zero of a Bessel function. Each level with non-zero angular momentum occurs twice, once for each direction of rotation. Counting both, the mean spacing between the 5th and the 20th level is 1.23 meV. A less symmetric dot splits these pairs, and its single steps can lie well below or above the mean, so I use the mean only to set the scale. A diamond with that extra energy has a corner spacing of

\[
\frac{(2.67+1.23)\ \text{meV}}{e/6}=23.4\ \text{mV}.
\]

Using \(C_G=e/\Delta V_G\) there would give 6.9 aF, about 31 % below the correct value. The slopes, and so the ratios, are unaffected, because a constant orbital energy shifts an edge without tilting it.

### Check how the bias is really applied

Some setups split the bias, with \(+V/2\) on the source and \(-V/2\) on the drain. The level potential measured from the corner is then

\[
\Phi_N=\frac{(C_S-C_D)V/2+C_Gx}{C}.
\]

Setting it equal to \(+V/2\) gives \(C_Gx=(C-C_S+C_D)V/2=(C_G+2C_D)V/2\). Setting it equal to \(-V/2\) gives \(C_Gx=-(C+C_S-C_D)V/2=-(C_G+2C_S)V/2\). The slopes are

\[
m_+=\frac{2C_G}{C_G+2C_D},\qquad m_-=-\frac{2C_G}{C_G+2C_S}.
\]

The same dot would now show \(2/7=0.286\) and \(-2/5=-0.400\). Putting these into the source-bias formulas would give \(C_S/C_G=C_D/C_G=2.5\), which is wrong for both leads. The lever arm survives, since \(7/2+5/2=6\). The reason is that at fixed \(V\) the level must cross the whole interval between the lead potentials, so the conducting window has gate width \(|V|/\alpha\) however the bias is divided.

### What a real device changes

The numbers are in a plausible range for a gated germanium dot: capacitances of tens of aF, a charging energy of a few meV, and a temperature near 0.1 K. The mass is a rough band-edge value for in-plane motion in a strained germanium well, and the disk is a size estimate, not a prediction of your spectrum. The heavy-hole band is not parabolic. By the 20th level, about \(5\times10^{11}\) holes per cm², a four-band model of a well 16 to 25 nm wide gives a mass near 0.08, which lowers the mean spacing from 1.23 meV to about 0.9 meV.

The assumption most plainly broken is that there are just three electrodes. Every other gate held at a fixed voltage adds to \(C\) in the same way as a grounded drain. With the bias on the source alone, the quantity called \(C_D\) is therefore strictly \(C-C_S-C_G\). With a split bias the drain moves and the other gates do not, so half of their capacitance is counted with each lead instead. If 5 aF of your 30 aF belongs to a neighbouring gate, with the total held fixed, the true \(C_D/C_G\) is 2.5 while the slopes still report 3.0. The slopes of this one diagram cannot separate the two. A second diagram can, with the bias on the drain and the source grounded: its negative slope is \(-C_G/C_D\), with the true drain capacitance. A dot that changes shape with gate voltage also has varying capacitances. A change of slope between adjacent diamonds is a warning that this matters for the ratios, though equal slopes do not prove that the capacitances are constant.

The absolute scale also leans on the constant-interaction picture. Two carriers in the same orbital repel each other more than an average pair does. For the 50 nm disk, a frozen-orbital estimate with a screened Coulomb interaction puts the excess at 0.2 to 0.4 meV, depending on the screening. The pair spacing then overstates \(e^2/C\), and \(C_G=e/\Delta V_G\) comes out roughly 10 to 20 % low. The same effect, together with exchange, shrinks the difference between large and small diamonds, so the alternation can be weak. The ratios from the slopes are not affected.

The other corrections are smaller here:

- **Temperature.** At 0.1 K, \(kT=8.6\) µeV, or 0.052 mV on the gate axis. An empty orbital can be filled by either spin, and this shifts the half-current edge, by at most 0.028 mV of gate voltage in the calculation above, where the drain rate was 0.4 times the source rate. The shift depends on that ratio and approaches \(kT\ln2/\alpha=0.036\) mV for very unequal barriers. For \(eV\gg kT\) the shift does not depend on the bias, so it leaves the slope unchanged. Fit a line through several points instead of relying on the corner.
- **Lifetime broadening.** The linewidth is \(\hbar\) times the sum of the two tunnelling rates. A current \(I\) of 100 pA sets the scale \(\hbar I/e=0.41\) µeV. For similar barriers the width is a few times this, still below \(kT\). If the barriers are very unequal, the faster rate is far above \(I/e\) and the broadening is larger.
- **Series resistance.** The same current through 100 kΩ of wiring and contacts drops 0.010 mV, which is 1 % of your 1 mV bias reading. As long as the plateau current does not change with bias, this offsets the edges and leaves a fitted slope unchanged.
- **Reading error.** If \(m_+\) is read 5 % too high, \(C_D/C_G\) becomes 2.81, about 6 % low, and \(\alpha\) becomes 0.172, about 3 % high.

Read the outermost edges. An excited orbital adds a constant to \(\varepsilon_N\), so its line runs parallel to an edge but inside the conducting region. All of this assumes leads in the normal state. Superconducting leads need a separate treatment, because their energy gap changes the alignment conditions.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
Source-aligned edge point: 4.0 mV gate, 1.0 mV bias
Drain-aligned edge point: -2.0 mV gate, 1.0 mV bias
Corner spacing, spin-pair diamond: 16.0 mV
Slope m_plus: 0.250 (no unit)
Slope m_minus: -0.500 (no unit)
Simulated m_plus: 0.25000 (no unit)
Simulated m_minus: -0.50000 (no unit)
C_S/C_G: 2.000 (no unit)
C_D/C_G: 3.000 (no unit)
C/C_G: 6.000 (no unit)
Lever arm C_G/C: 0.1667 (no unit)
C_S/C: 0.3333 (no unit)
C_D/C: 0.5000 (no unit)
C_G: 10.01 aF
C_S: 20.03 aF
C_D: 30.04 aF
C total: 60.08 aF
Charging energy e^2/C: 2.667 meV
Charging energy over k: 30.9 K
Half-height found by search, spin pair: 2.66 mV
Split bias, m_plus: 0.2857 (no unit)
Split bias, m_minus: -0.4000 (no unit)
Split bias, wrongly inferred C_S/C_G: 2.500
Split bias, wrongly inferred C_D/C_G: 2.500
Split bias, lever arm: 0.1667 (no unit)
Extra grounded gate: 5.0 aF
Extra gate, inferred C_D/C_G: 3.000 (no unit)
Extra gate, true C_D/C_G: 2.501 (no unit)
Ge hole mass used: 0.06 electron masses
Disk radius: 50 nm
Mean orbital spacing, levels 5 to 20: 1.23 meV
Corner spacing, next diamond: 23.4 mV
Half-height found by search, next: 3.89 mV
C_G if next diamond is misused: 6.86 aF
Temperature: 0.1 K
kT: 8.62 ueV
kT as gate voltage: 0.052 mV
Largest edge shift from spin weights: 0.028 mV gate
Current assumed: 100 pA
Lifetime width hbar*I/e: 0.41 ueV
Series resistance assumed: 100 kohm
Series voltage drop: 0.010 mV
C_D/C_G if m_plus is read 5 % high: 2.810 (no unit)
Lever arm if m_plus is read 5 % high: 0.1721 (no unit)
```
